# Chebyshev Degree for the Fermi Function on Refined Real-Space Grids: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Degree of a Chebyshev expansion of the Fermi function on a grid.

Result under test: on an interval [e_lo, e_hi] containing the chemical
potential mu, a uniform error eps needs the degree
    N = ln(2/(pi eps)) / ln(rho),
    ln(rho) = Re arccosh(z),  z = scaled position of the nearest pole,
    ln(rho) ~ pi kT / sqrt((mu-e_lo)(e_hi-mu))  for small kT.
For a grid of spacing h the width is about 6/h^2.  At fixed mu-e_lo this
gives N ~ 1/(h kT); only at a fixed fractional position of mu in the
interval does it give N ~ 1/(h^2 kT).
Units: hartree and bohr.  kT is the thermal energy.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.fft import dct
from scipy.special import expit

M = 2**18                                # intervals of the angle grid
COS_GRID = np.cos(np.pi * np.arange(M + 1) / M)


def fermi(energy, mu, kT):
    return expit(-(energy - mu) / kT)


def sampled_series(e_lo, e_hi, mu, kT):
    """Fermi values on the angle grid and coefficients by quadrature."""
    energy = 0.5 * (e_hi + e_lo) + 0.5 * (e_hi - e_lo) * COS_GRID
    values = fermi(energy, mu, kT)
    coef = dct(values, type=1) / M
    coef[0] *= 0.5
    coef[-1] *= 0.5
    return values, coef


def max_error(values, coef, degree):
    """Largest sampled error of the series cut after the given degree."""
    part = np.zeros(M + 1)
    part[0] = coef[0]
    part[1:degree + 1] = 0.5 * coef[1:degree + 1]
    return np.max(np.abs(values - dct(part, type=1)))


def found_degree(e_lo, e_hi, mu, kT, eps):
    """Degree at which the sampled error crosses eps, by bisection."""
    values, coef = sampled_series(e_lo, e_hi, mu, kT)
    fails, passes = 1, M // 2
    assert max_error(values, coef, passes) < eps
    while passes - fails > 1:
        middle = (passes + fails) // 2
        if max_error(values, coef, middle) <= eps:
            passes = middle
        else:
            fails = middle
    return passes


def scaled_poles(e_lo, e_hi, mu, kT, count):
    half = 0.5 * (e_hi - e_lo)
    x0 = (mu - 0.5 * (e_hi + e_lo)) / half
    return x0 + 1j * (2 * np.arange(count) + 1) * np.pi * kT / half


def log_rho(e_lo, e_hi, mu, kT):
    return np.arccosh(scaled_poles(e_lo, e_hi, mu, kT, 1)[0]).real


def pole_degree(e_lo, e_hi, mu, kT, eps):
    return np.log(2 / (np.pi * eps)) / log_rho(e_lo, e_hi, mu, kT)


def necessary_degree(e_lo, e_hi, mu, kT, eps):
    """Lower bound for every polynomial, from the slope inequality."""
    centre, half = 0.5 * (e_hi + e_lo), 0.5 * (e_hi - e_lo)
    angle = (np.arccos((mu - kT - centre) / half)
             - np.arccos((mu + kT - centre) / half))
    return (np.tanh(0.5) - 2 * eps) / ((0.5 + eps) * angle)


def one_dimensional_hamiltonian(h, length, depth):
    n = int(round(length / h))
    matrix = np.diag(1 / h**2 - depth * np.cos(2 * np.pi * np.arange(n) / n))
    for i in range(n):
        j = (i + 1) % n
        matrix[i, j] -= 0.5 / h**2
        matrix[j, i] -= 0.5 / h**2
    return matrix


length, depth, mu, kT, eps = 16.0, 0.1, 0.4, 0.01, 1e-6
kelvin = (kT * constants.physical_constants["Hartree energy"][0]
          / constants.k)
print(f"cell side {length:.1f} bohr, cosine depth {depth:.2f} hartree")
print(f"mu {mu:.2f} hartree, kT {kT:.3f} hartree = {kelvin:.0f} K")
print(f"tolerance eps {eps:.0e}, ln(2/(pi eps)) "
      f"{np.log(2 / (np.pi * eps)):.3f}")

# Spectral edges of the separable three-dimensional Hamiltonian
spacings = [0.4, 0.2, 0.1, 0.05]
edges = {}
for h in spacings:
    levels = np.linalg.eigvalsh(one_dimensional_hamiltonian(h, length, depth))
    edges[h] = (3 * levels[0], 3 * levels[-1])
    width = edges[h][1] - edges[h][0]
    assert abs(width * h**2 / 6 - 1) < 0.03
    print(f"h {h:.2f} bohr: lowest {edges[h][0]:.4f}, width {width:.2f}, "
          f"6/h^2 {6 / h**2:.2f} hartree")

# Coefficients from quadrature against the sum over poles
lo, hi = edges[0.4]
values, coef = sampled_series(lo, hi, mu, kT)
poles = scaled_poles(lo, hi, mu, kT, 200000)
roots = np.sqrt(poles - 1) * np.sqrt(poles + 1)
log_w = np.log(poles + roots)
strength = 4 * kT / (0.5 * (hi - lo))
for k in (5, 50, 500, 1500):
    terms = strength * (np.exp(-k * log_w) / roots).real
    assert abs(terms.sum() - coef[k]) < 1e-11
k = 1500
amplitude = strength * np.exp(-k * log_w[0].real) / abs(roots[0])
nearest = strength * (np.exp(-k * log_w[0]) / roots[0]).real
assert abs(nearest - coef[k]) < 1e-4 * amplitude

# Rigorous error bound, for mu inside and for mu at the lower edge
lo, hi = edges[0.2]
for level in (mu, lo):
    values, coef = sampled_series(lo, hi, level, kT)
    rates = np.arccosh(scaled_poles(lo, hi, level, kT, 5000)).real
    odd = 2 * np.arange(5000) + 1
    for degree in (100, 400, 1000, 3000):
        bound = 4 / np.pi * np.sum(np.exp(-degree * rates) / odd)
        assert max_error(values, coef, degree) <= bound + 1e-13

# Tight bounds, fixed mu: refinement of the grid
print("Tight bounds, fixed mu:")
tight = {}
for h in spacings:
    lo, hi = edges[h]
    tight[h] = found_degree(lo, hi, mu, kT, eps)
    estimate = pole_degree(lo, hi, mu, kT, eps)
    rate = log_rho(lo, hi, mu, kT)
    small_kT_rate = np.pi * kT / np.sqrt((mu - lo) * (hi - mu))
    assert abs(tight[h] / estimate - 1) < 0.01
    assert abs(small_kT_rate / rate - 1) < 0.01
    assert tight[h] >= necessary_degree(lo, hi, mu, kT, eps)
    worst = (hi - lo) * np.log(2 / (np.pi * eps)) / (2 * np.pi * kT)
    print(f" h {h:.2f} bohr: ln rho {rate:.6f}, approx {small_kT_rate:.6f}")
    print(f"  degree found {tight[h]}, pole estimate {estimate:.0f}, "
          f"worst case {worst:.0f}")
power = np.log2(tight[0.05] / tight[0.1])
assert abs(power - 1) < 0.02
print(f" power of 1/h, from h 0.10 to 0.05: {power:.3f}")

# Temperature at fixed spacing
lo, hi = edges[0.2]
cold = found_degree(lo, hi, mu, kT / 2, eps)
warm = found_degree(lo, hi, mu, 2 * kT, eps)
assert abs(cold / tight[0.2] - 2) < 0.04
assert abs(tight[0.2] / warm - 2) < 0.04
print("Temperature at h 0.20 bohr:")
for energy, degree in ((2 * kT, warm), (kT, tight[0.2]), (kT / 2, cold)):
    print(f" kT {energy:.3f} hartree: degree found {degree}")

# No polynomial can do much better at a fixed loose tolerance
loose = found_degree(lo, hi, mu, kT, 1e-2)
floor_loose = necessary_degree(lo, hi, mu, kT, 1e-2)
floor_tight = necessary_degree(lo, hi, mu, kT, eps)
assert loose >= floor_loose
print(f"Lower bound on degree, h 0.20, eps 1e-06: {floor_tight:.0f}")
print(f"Lower bound on degree, h 0.20, eps 1e-02: {floor_loose:.0f}, "
      f"found {loose}")

# Lower bound of the interval padded by a fixed fraction of the width
print("Lower edge padded by 5% of the width:")
padded = {}
for h in (0.4, 0.2, 0.1):
    lo, hi = edges[h]
    low = lo - 0.05 * (hi - lo)
    padded[h] = found_degree(low, hi, mu, kT, eps)
    estimate = pole_degree(low, hi, mu, kT, eps)
    assert abs(padded[h] / estimate - 1) < 0.01
    print(f" h {h:.2f} bohr: degree found {padded[h]}, "
          f"pole estimate {estimate:.0f}")
power = np.log2(padded[0.1] / padded[0.2])
assert abs(power - 2) < 0.06
print(f" power of 1/h, from h 0.20 to 0.10: {power:.3f}")

# Chemical potential in the middle of the interval
middle = {}
for h in (0.4, 0.2):
    lo, hi = edges[h]
    middle[h] = found_degree(lo, hi, 0.5 * (lo + hi), kT, eps)
    worst = (hi - lo) * np.log(2 / (np.pi * eps)) / (2 * np.pi * kT)
    assert abs(middle[h] / worst - 1) < 0.01
    print(f"mu at mid-interval, h {h:.2f} bohr: degree found {middle[h]}")
power = np.log2(middle[0.2] / middle[0.4])
assert abs(power - 2) < 0.02
print(f" power of 1/h, from h 0.40 to 0.20: {power:.3f}")

# Chemical potential at the lower edge: a different temperature law
lo, hi = edges[0.2]
edge_rate = np.sqrt(2 * np.pi * kT / (hi - lo))
assert abs(edge_rate / log_rho(lo, hi, lo, kT) - 1) < 0.01
edge_cold = found_degree(lo, hi, lo, kT, eps)
edge_warm = found_degree(lo, hi, lo, 4 * kT, eps)
edge_fine = found_degree(*edges[0.1], edges[0.1][0], kT, eps)
assert abs(edge_cold / edge_warm - 2) < 0.06
assert abs(edge_fine / edge_cold - 2) < 0.06
print("mu at the lower edge:")
print(f" h 0.20 bohr, kT {kT:.3f} hartree: degree found {edge_cold}")
print(f" h 0.20 bohr, kT {4 * kT:.3f} hartree: degree found {edge_warm}")
print(f" h 0.10 bohr, kT {kT:.3f} hartree: degree found {edge_fine}")

# Recursion with the sparse Hamiltonian against its eigenvectors
h = 0.4
lo, hi = edges[h]
line = one_dimensional_hamiltonian(h, length, depth)
n = len(line)
levels, vectors = np.linalg.eigh(line)
energy = (levels[:, None, None] + levels[None, :, None]
          + levels[None, None, :])
electrons = 2 * fermi(energy, mu, kT).sum()


def to_grid(amplitudes):
    return np.einsum("ai,bj,ck,ijk->abc", vectors, vectors, vectors,
                     amplitudes, optimize=True).ravel()


rng = np.random.default_rng(7)
amplitudes = (rng.standard_normal(energy.shape)
              * np.exp(-((energy - mu) / (5 * kT))**2))
amplitudes /= np.linalg.norm(amplitudes)
start = to_grid(amplitudes)
target = to_grid(fermi(energy, mu, kT) * amplitudes)
one, small = sp.identity(n, format="csr"), sp.csr_matrix(line)
hamiltonian = (sp.kron(sp.kron(small, one), one)
               + sp.kron(sp.kron(one, small), one)
               + sp.kron(sp.kron(one, one), small)).tocsr()
centre, half = 0.5 * (hi + lo), 0.5 * (hi - lo)
scaled = ((hamiltonian - centre * sp.identity(n**3)) / half).tocsr()
_, coef = sampled_series(lo, hi, mu, kT)
full = tight[h]
previous, current = start, scaled @ start
result = coef[0] * previous + coef[1] * current
for k in range(2, full + 1):
    previous, current = current, 2 * (scaled @ current) - previous
    result += coef[k] * current
    if k == full // 2:
        half_error = np.linalg.norm(result - target)
full_error = np.linalg.norm(result - target)
assert full_error <= 1.001 * eps
assert half_error > 10 * eps
print(f"Recursion at h 0.40 bohr: {n**3} points, "
      f"{electrons:.2f} electrons")
print(f" vector error at degree {full}: {full_error:.2e}")
print(f" vector error at degree {full // 2}: {half_error:.2e}")
print("success")
```

Output of this version:

```
cell side 16.0 bohr, cosine depth 0.10 hartree
mu 0.40 hartree, kT 0.010 hartree = 3158 K
tolerance eps 1e-06, ln(2/(pi eps)) 13.364
h 0.40 bohr: lowest -0.1319, width 37.76, 6/h^2 37.50 hartree
h 0.20 bohr: lowest -0.1318, width 150.26, 6/h^2 150.00 hartree
h 0.10 bohr: lowest -0.1318, width 600.26, 6/h^2 600.00 hartree
h 0.05 bohr: lowest -0.1317, width 2400.26, 6/h^2 2400.00 hartree
Traceback (most recent call last):
  File "check.py", line 133, in <module>
    assert max_error(values, coef, degree) <= bound + 1e-13
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The test of the rigorous error bound fails through rounding, not physics: with μ at the lower edge and degree 3000 the bound is far below 10⁻¹³. The program formed energies of order kT as the difference of two numbers near 75 hartree, and dividing that rounding error by kT put noise of a few 10⁻¹³ into the Fermi values. Energies are now measured from the lower edge as W sin²((π−θ)/2), which avoids the cancellation. No tested quantity, case or tolerance is changed.

Repair:

```diff
@@ -18,5 +18,7 @@
 
 M = 2**18                                # intervals of the angle grid
-COS_GRID = np.cos(np.pi * np.arange(M + 1) / M)
+# Height above the lower edge as a fraction of the width, (1+cos(angle))/2,
+# written as a squared sine so that small heights keep full precision.
+HEIGHT = np.sin(0.5 * np.pi * (M - np.arange(M + 1)) / M)**2
 
 
@@ -27,6 +29,5 @@
 def sampled_series(e_lo, e_hi, mu, kT):
     """Fermi values on the angle grid and coefficients by quadrature."""
-    energy = 0.5 * (e_hi + e_lo) + 0.5 * (e_hi - e_lo) * COS_GRID
-    values = fermi(energy, mu, kT)
+    values = fermi((e_hi - e_lo) * HEIGHT, mu - e_lo, kT)
     coef = dct(values, type=1) / M
     coef[0] *= 0.5
```

Output now:

```
cell side 16.0 bohr, cosine depth 0.10 hartree
mu 0.40 hartree, kT 0.010 hartree = 3158 K
tolerance eps 1e-06, ln(2/(pi eps)) 13.364
h 0.40 bohr: lowest -0.1319, width 37.76, 6/h^2 37.50 hartree
h 0.20 bohr: lowest -0.1318, width 150.26, 6/h^2 150.00 hartree
h 0.10 bohr: lowest -0.1318, width 600.26, 6/h^2 600.00 hartree
h 0.05 bohr: lowest -0.1317, width 2400.26, 6/h^2 2400.00 hartree
Tight bounds, fixed mu:
 h 0.40 bohr: ln rho 0.007056, approx 0.007059
  degree found 1894, pole estimate 1894, worst case 8032
 h 0.20 bohr: ln rho 0.003519, approx 0.003521
  degree found 3792, pole estimate 3798, worst case 31960
 h 0.10 bohr: ln rho 0.001758, approx 0.001759
  degree found 7603, pole estimate 7600, worst case 127672
 h 0.05 bohr: ln rho 0.000879, approx 0.000879
  degree found 15211, pole estimate 15202, worst case 510520
 power of 1/h, from h 0.10 to 0.05: 1.000
Temperature at h 0.20 bohr:
 kT 0.020 hartree: degree found 1904
 kT 0.010 hartree: degree found 3792
 kT 0.005 hartree: degree found 7588
Lower bound on degree, h 0.20, eps 1e-06: 412
Lower bound on degree, h 0.20, eps 1e-02: 387, found 1172
Lower edge padded by 5% of the width:
 h 0.40 bohr: degree found 4036, pole estimate 4038
 h 0.20 bohr: degree found 14756, pole estimate 14764
 h 0.10 bohr: degree found 57548, pole estimate 57575
 power of 1/h, from h 0.20 to 0.10: 1.963
mu at mid-interval, h 0.40 bohr: degree found 8029
mu at mid-interval, h 0.20 bohr: degree found 31937
 power of 1/h, from h 0.40 to 0.20: 1.992
mu at the lower edge:
 h 0.20 bohr, kT 0.010 hartree: degree found 617
 h 0.20 bohr, kT 0.040 hartree: degree found 308
 h 0.10 bohr, kT 0.010 hartree: degree found 1233
Recursion at h 0.40 bohr: 64000 points, 112.18 electrons
 vector error at degree 1894: 6.62e-07
 vector error at degree 947: 1.82e-04
success
```
